# Entropy production and the heat current of a conductor, part 2

Which current in a conductor carries heat, and how much entropy does transport produce? Carriers of charge $q$ move in fields $\mathbf E$ and $\mathbf B$, in an isotropic parabolic band with $\varepsilon=p^2/2m$ and $\mathbf v=\mathbf p/m$. The band energy $\varepsilon$ and chemical potential $\zeta$ are measured from the local band edge. $T$ is the temperature, $s$ the entropy density and $k$ Boltzmann's constant.

The particle and band-energy currents are $\mathbf J_N$ and $\mathbf J_\varepsilon$. For a static potential $\phi$, $\mathbf J_E=\mathbf J_\varepsilon+q\phi\,\mathbf J_N$ and $\mu=\zeta+q\phi$. The heat current is $\mathbf J_Q=\mathbf J_\varepsilon-\zeta\mathbf J_N=\mathbf J_E-\mu\mathbf J_N$. The force per carrier is $\boldsymbol{\mathcal F}=q\mathbf E-\nabla\zeta$, equal to $-\nabla\mu$ for static potentials. Also, $\mathbf J=q\mathbf J_N$ and $\boldsymbol{\mathcal E}=\boldsymbol{\mathcal F}/q$.

Section 1 derived the entropy balance

$$\frac{\partial s}{\partial t}+\nabla\cdot\!\left(\frac{\mathbf J_Q}{T}\right)=\Sigma, \tag{7}$$

$$\Sigma=\mathbf J_Q\cdot\nabla\frac1T+\mathbf J_N\cdot\frac{\boldsymbol{\mathcal F}}{T}, \tag{8}$$

and tested it numerically on a Fermi gas with freely prescribed fluxes. The balance alone would allow any vector $\mathbf W$ to be added to the entropy current and $\nabla\cdot\mathbf W$ to the source. The conjugate pairs are

$$\mathbf J_N\leftrightarrow\mathbf X_N=\frac{\boldsymbol{\mathcal F}}{T},\qquad
\mathbf J_Q\leftrightarrow\mathbf X_Q=\nabla\frac1T=-\frac{\nabla T}{T^2}. \tag{9}$$

An equivalent set follows from

$$\Sigma=\mathbf J_E\cdot\nabla\frac1T-\mathbf J_N\cdot\nabla\frac{\mu}{T}. \tag{16}$$

Mixing the sets gives an expression that depends on the energy zero:

$$\Sigma_{\rm mix}=\mathbf J_E\cdot\nabla\frac1T-\mathbf J_N\cdot\frac{\nabla\mu}{T}
=\Sigma+\mu\,\mathbf J_N\cdot\nabla\frac1T \tag{20}$$

Section 2 began with the occupation $f=f_0+\delta f$, where $f_0=1/[e^{(\varepsilon-\zeta)/kT}+1]$. The symbol $\sum$ denotes $2\int d^3p/h^3$. The entropy per state is $k\,\eta(f)$, with

$$\eta(f)=-f\ln f-(1-f)\ln(1-f),\qquad \eta'(f)=\ln\frac{1-f}{f}. \tag{21}$$

The entropy current is

$$\mathbf J_S=k\sum\mathbf v\,\eta(f), \tag{22}$$

which equals $\mathbf J_Q/T$ to first order in $\delta f$.

Section 1 opened with the example's energy current along $x$: $-3.76\times10^{3}$, $-6.94\times10^{4}$ and $+3.24\times10^{5}\ \mathrm{W/m^2}$ for the band edge labelled $0$, $+1$ and $-5$ eV. The heat current was $-1.79\times10^{3}\ \mathrm{W/m^2}$ in all three cases.

### The linear Boltzmann equation

Let collisions be elastic and isotropic. They relax $f$ towards its average $\bar f$ over the surface of constant energy, at the rate $1/\tau(\varepsilon)$:

$$\frac{\partial f}{\partial t}+\mathbf v\cdot\nabla f+q(\mathbf E+\mathbf v\times\mathbf B)\cdot\frac{\partial f}{\partial\mathbf p}=C,\qquad C=-\frac{f-\bar f}{\tau}. \tag{24}$$

These collisions conserve the number of carriers at each energy. They therefore cannot by themselves give $\bar f$ the Fermi form. The model assumes that slower inelastic processes keep $\bar f$ close to the local $f_0$ without changing the rate $1/\tau$ at which currents relax.

The drive comes from $f_0$. It depends on position through $y=(\varepsilon-\zeta)/kT$, and $\partial f_0/\partial\varepsilon=(1/kT)\,df_0/dy$. Hence

$$\nabla f_0=\frac{\partial f_0}{\partial\varepsilon}\,kT\,\nabla y
=\frac{\partial f_0}{\partial\varepsilon}\left[-\nabla\zeta-\frac{\varepsilon-\zeta}{T}\nabla T\right].$$

The electric term is $q\mathbf E\cdot\mathbf v\,\partial f_0/\partial\varepsilon$, and the magnetic force gives nothing on $f_0$ because $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$. The sum is $(\partial f_0/\partial\varepsilon)\,\mathbf v\cdot\mathbf A$, where

$$\mathbf A(\varepsilon)=\boldsymbol{\mathcal F}-\frac{\varepsilon-\zeta}{T}\nabla T. \tag{25}$$

Let $\mathbf E$, $\nabla\zeta$ and $\nabla T$ each be small, and keep the first order in them. Gradients of $\delta f$, its acceleration by $\mathbf E$ and the slow change of $f_0$ in time are of higher order. For $\delta f$ odd in momentum, $\bar f=f_0$, and (24) becomes

$$q(\mathbf v\times\mathbf B)\cdot\frac{\partial\,\delta f}{\partial\mathbf p}+\frac{\delta f}{\tau}
=\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\mathbf v\cdot\mathbf A. \tag{26}$$

Try $\delta f=(-\partial f_0/\partial\varepsilon)\,\mathbf v\cdot\mathbf G(\varepsilon)$, which is odd as required. Momentum derivatives of functions of $\varepsilon$ are parallel to $\mathbf v$ and drop out. The derivative of the explicit $\mathbf v$ gives $\mathbf G/m$, and $(\mathbf v\times\mathbf B)\cdot\mathbf G=\mathbf v\cdot(\mathbf B\times\mathbf G)$. Thus

$$\frac{\mathbf G}{\tau}+\frac qm\,\mathbf B\times\mathbf G=\mathbf A. \tag{27}$$

### Entropy made by collisions

Multiply (24) by $k\eta'(f)$ and sum over states. The first two terms become $\partial s/\partial t+\nabla\cdot\mathbf J_S$. The force term becomes the sum of a momentum divergence, since the Lorentz force has no divergence in $\mathbf p$, and it vanishes because $\eta(f)\to0$ at large momentum. The source of entropy is therefore

$$\Sigma=k\sum\eta'(f)\,C. \tag{28}$$

The arbitrary vector $\mathbf W$ of Section 1 has disappeared, because current and source now have separate definitions.

Since $\eta''(f)=-1/[f(1-f)]$, expansion gives

$$\eta'(f)=\frac{\varepsilon-\zeta}{kT}-\frac{\delta f}{f_0(1-f_0)}+\dots$$

The first term contributes nothing to (28), at any order of $C$, because the collisions conserve number and energy. With $C=-\delta f/\tau$, the second term gives the leading result, which is quadratic in the forces:

$$\Sigma=k\sum\frac{(\delta f)^2}{\tau f_0(1-f_0)}
=\frac1T\sum\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\frac{(\mathbf v\cdot\mathbf G)^2}{\tau}\ge0. \tag{29}$$

The second form uses $f_0(1-f_0)=kT(-\partial f_0/\partial\varepsilon)$, which follows by differentiating $f_0$.

To compare this with the fluxes, average over directions at fixed energy, which replaces $v_iv_j$ by $\delta_{ij}v^2/3$. Then

$$\mathbf J_N=\sum\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\frac{v^2}{3}\mathbf G,\qquad
\mathbf J_Q=\sum\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\frac{v^2}{3}(\varepsilon-\zeta)\mathbf G, \tag{30}$$

and $(\mathbf v\cdot\mathbf G)^2$ in (29) becomes $v^2G^2/3$. The scalar product of (27) with $\mathbf G$ is $G^2/\tau=\mathbf G\cdot\mathbf A$, since $\mathbf G\cdot(\mathbf B\times\mathbf G)=0$. Inserting this and (25),

$$\Sigma=\frac1T\sum\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\frac{v^2}{3}\,\mathbf G\cdot\mathbf A
=\mathbf J_N\cdot\frac{\boldsymbol{\mathcal F}}{T}-\mathbf J_Q\cdot\frac{\nabla T}{T^2}. \tag{31}$$

This is (8), now with a proof of its sign for this collision law. The magnetic field has no term of its own in $\Sigma$, but it affects the value by changing $\mathbf G$.

### Transport tensors and Onsager's relation

Let $\mathbf B=B\hat{\mathbf z}$, let the forces lie in the $xy$ plane, and set $a=qB\tau/m$. Equation (27) reads $\mathbf G+a\hat{\mathbf z}\times\mathbf G=\tau\mathbf A$. Its cross product with $\hat{\mathbf z}$ from the left gives $\hat{\mathbf z}\times\mathbf G=a\mathbf G+\tau\hat{\mathbf z}\times\mathbf A$, because $\hat{\mathbf z}\times(\hat{\mathbf z}\times\mathbf G)=-\mathbf G$. Substitution yields

$$\mathbf G=\frac{\tau}{1+a^2}(\mathbf A-a\hat{\mathbf z}\times\mathbf A)
=\frac{\tau}{1+a^2}\begin{pmatrix}1&a\\-a&1\end{pmatrix}\mathbf A. \tag{32}$$

With the density of states $g(\varepsilon)=(2m)^{3/2}\sqrt\varepsilon/(2\pi^2\hbar^3)$ and $v^2/3=2\varepsilon/3m$, define

$$K_r=\int_0^\infty d\varepsilon\,g\,\frac{2\varepsilon}{3m}\left(-\frac{\partial f_0}{\partial\varepsilon}\right)
\frac{(\varepsilon-\zeta)^r\tau}{1+a^2}\begin{pmatrix}1&a\\-a&1\end{pmatrix}. \tag{33}$$

Equations (25) and (30) then give

$$\mathbf J_N=K_0\boldsymbol{\mathcal F}-K_1\frac{\nabla T}{T},\qquad
\mathbf J_Q=K_1\boldsymbol{\mathcal F}-K_2\frac{\nabla T}{T}. \tag{34}$$

In terms of the forces (9), $\boldsymbol{\mathcal F}=T\mathbf X_N$ and $-\nabla T/T=T\mathbf X_Q$. The response matrix $L$ therefore has the blocks $L_{NN}=TK_0$, $L_{NQ}=L_{QN}=TK_1$ and $L_{QQ}=TK_2$. Reversing $B$ reverses $a$, which transposes each $K_r$, so

$$L(\mathbf B)=L(-\mathbf B)^{\mathsf T}. \tag{35}$$

This is Onsager's relation, shown here for the present model.

It survives a consistent change of pairs. If the new fluxes are $J'=MJ$, with a matrix $M$ that is the same for both directions of $\mathbf B$, equality of $J\cdot X$ and $J'\cdot X'$ requires $X=M^{\mathsf T}X'$, and hence $L'=MLM^{\mathsf T}$. Transposition and field reversal then give (35) for $L'$. The pairs in (16) are of this kind. If $\mathbf J_E$ replaces $\mathbf J_Q$ while the forces stay as in (9), the energy response to $\mathbf X_N$ is $L_{QN}+\mu L_{NN}$, but the particle response to $\mathbf X_Q$ is still $L_{NQ}$. The relation then fails unless the energy zero happens to make $\mu=0$.

### Thermomagnetic coefficients

With no electric current, (34) gives $\boldsymbol{\mathcal E}=S\nabla T$, where $S=K_0^{-1}K_1/(qT)$. At uniform temperature, it gives $\mathbf J_Q=\Pi\mathbf J$, where $\Pi=K_1K_0^{-1}/q$. Transposing $S(-\mathbf B)$ reverses the order of its factors and restores the original field, so

$$\Pi(\mathbf B)=T\,S(-\mathbf B)^{\mathsf T}. \tag{36}$$

The diagonal part links the Peltier and Seebeck effects. The off-diagonal part links the transverse heat current carried by an electric current to the transverse field produced by a temperature gradient, the Nernst effect.

### A numerical conductor

The model electrons have $q=-e$, $m=0.20$ electron masses, $T=300$ K, $\zeta=0.030$ eV and $\tau=0.20\ \mathrm{ps}\,(\varepsilon/kT)^{1/2}$. The forces are $\mathcal E_x=2.0$ V/m and $\partial_xT=-5000$ K/m, with $B=5.0$ T. The transverse effective field and temperature gradient are held at zero, so transverse currents flow.

Linear response is well justified. At $\varepsilon=kT=0.0259$ eV, the speed is about $2\times10^5$ m/s and the free path about $4\times10^{-8}$ m. Over this path the effective field corresponds to an energy of about $10^{-7}$ eV, a few millionths of $kT$, and the temperature changes by about $2\times10^{-4}$ K, less than a millionth of $T$. Even if inelastic collisions needed a length of $1\ \mathrm{\mu m}$ to redistribute the energy, the corresponding changes would stay below $10^{-4}$ of $kT$ and of $T$, respectively. The Landau-level spacing $\hbar eB/m$ is about 3 meV, roughly a tenth of $kT$, which supports a semiclassical treatment.

The integrals (33) give the $(xx,\,xy)$ elements $q^2K_0=(5.661,\,-8.514)\times10^4$ S/m, $qK_1/T=(-9.519,\,17.149)$ A/(K m) and $K_2/T=(0.7839,\,-1.555)$ W/(K m), with $yx$ elements opposite to $xy$ elements. Equation (34) then gives

$$J_x=(5.661\times10^4)(2)-(-9.519)(-5000)=6.56\times10^4\ \mathrm{A/m^2},$$

$$J_{Q,x}=300(-9.519)(2)+0.7839(5000)=-1.79\times10^3\ \mathrm{W/m^2}.$$

The hot side lies towards negative $x$. The field drives electrons, and heat with them, in that direction. The temperature gradient drives heat the other way, but the field term is larger. The transverse currents are $J_y=8.45\times10^4\ \mathrm{A/m^2}$ and $J_{Q,y}=-2.51\times10^3\ \mathrm{W/m^2}$. They do not enter $\Sigma$ directly, because both forces point along $x$.

With $\partial_x(1/T)=0.05556\ \mathrm{K^{-1}m^{-1}}$, the entropy production is

$$\Sigma=\frac{(6.562\times10^4)(2)}{300}-(1.792\times10^3)(0.05556)
=437.5-99.5=338\ \mathrm{W/(K\,m^3)}.$$

The collision expression (28), evaluated in momentum space, gives the same value. The negative heat term reflects transport towards the hot side, and the electrical term outweighs it.

The entropy current calculated from (22) gives $TJ_{S,x}=-1.79\times10^3\ \mathrm{W/m^2}$, in agreement with $J_{Q,x}$. The band-energy current, $-3.76\times10^3\ \mathrm{W/m^2}$, does not agree, although it too is independent of the energy zero.

Raising the zero-energy label of the band edge to $+1$ eV adds $(1\ \mathrm{eV})J_{N,x}=-6.56\times10^4\ \mathrm{W/m^2}$ to $J_{E,x}$ and to $\mu J_{N,x}$. Their difference stays the same, which explains the numbers at the start of Section 1. The mixed expression (20) changes by $(-6.562\times10^4)(0.05556)=-3.65\times10^3\ \mathrm{W/(K\,m^3)}$, from $229$ to $-3417\ \mathrm{W/(K\,m^3)}$. A change of label would thus turn apparent production into apparent destruction of entropy.

The same tensors also give the open-circuit response. Matrices of the form in (33) multiply like complex numbers, with diagonal elements as real parts and $xy$ elements as imaginary parts. Hence

$$S_{xx}+iS_{xy}=\frac{-9.519+17.149\,i}{(5.661-8.514\,i)\times10^4}\ \mathrm{V/K}
\approx(-191+15\,i)\ \mathrm{\mu V/K}.$$

By (36), the same two numbers fix the Peltier response of this model.

### Limits of validity

In static fields, local equilibrium requires the temperature to change by a small fraction of itself, and the electrochemical potential by much less than $kT$, over a free path and also over the length in which inelastic collisions redistribute energy among the carriers. In equilibrium, the potential $\zeta$ alone may vary more steeply, since its gradient is balanced by the electric force. The response law (34) is more restricted. It also requires the electric force to change the band energy of a carrier over these lengths by much less than its typical value, because (26) neglects the acceleration of $\delta f$ by $\mathbf E$ and the gradient of $\delta f$. That typical value is of order $kT$ for the model above and of order $\zeta$ for strongly degenerate carriers. It therefore cannot be used across a steep built-in barrier. With elastic scattering alone, a uniform bar between two reservoirs holds a mixture of their two Fermi functions. If the reservoirs differ strongly, this mixture is not a Fermi function and local equilibrium is not reached. If they differ little and the bar is much longer than the free path, the mixing weight is nearly the same at all energies, and the departure from a single Fermi function is then of second order in the difference. In a bar of finite length, a free path that depends on energy makes the weight depend on energy too. This leaves a departure of first order in the difference, which falls off as the ratio of free path to bar length decreases. The balance (7) with the source (8) is incomplete if carriers and lattice have different temperatures, since heat exchange between them then produces entropy that (8) omits. Lattice heat conduction at the common temperature adds its own heat current to the term with $\nabla(1/T)$. The kinetic proof rests on independent carriers and elastic isotropic scattering. The balance of Section 1 does not need that collision law, but it leaves the sign of $\Sigma$ and the identification of the entropy current to be established by other means.

## Values computed for the example and the checks

```
Local balance test, reduced units (k = 1)
  ds/dt + div(J_Q/T)              = -0.248674
  flux-force sum                  = -0.248674
  T ds/dt + div J_Q               = -0.144000
  J_N F                           = -0.144000
Model conductor, inputs
  mass / electron mass            = 0.20
  temperature                     = 300 K
  kT                              = 0.025852 eV
  zeta from band edge             = 0.030 eV
  tau0                            = 0.20 ps
  magnetic field along z          = 5.0 T
  |q| B tau0 / m                  = 0.8794
  effective field F/q, x          = 2.0 V/m
  temperature gradient, x         = -5000 K/m
  grad(1/T), x                    = 0.055556 1/(K m)
  carrier density                 = 3.9193e+24 1/m^3
Transport tensors (xx, xy)
  q^2 K0  = 5.66093e+04, -8.51432e+04 S/m
  q K1/T  = -9.51891e+00, 1.71487e+01 A/(K m)
  K2/T    = 7.83921e-01, -1.55487e+00 W/(K m)
Currents (x, y)
  electric current q J_N = 6.56242e+04, 8.45429e+04 A/m^2
  particle current J_N   = -4.09594e+23, -5.27675e+23 1/(m^2 s)
  heat current J_Q       = -1.79174e+03, -2.51487e+03 W/m^2
  T times entropy current= -1.79174e+03, -2.51487e+03 W/m^2
Entropy production
  J_N . F / T                     = 437.4944 W/(K m^3)
  J_Q . grad(1/T)                 = -99.5411 W/(K m^3)
  sum                             = 337.9533 W/(K m^3)
  from collisions                 = 337.9533 W/(K m^3)
  T times sum                     = 1.0139e+05 W/m^3
Energy zero: x components in W/m^2, mixed pairing in W/(K m^3)
  band edge at +0.0 eV: mu = +0.0300 eV
    J_E = -3.76046e+03, mu J_N = -1.96872e+03, J_Q = -1.79174e+03
    mixed pairing J_E.grad(1/T) + J_N.F/T = 228.5797
  band edge at +1.0 eV: mu = +1.0300 eV
    J_E = -6.93846e+04, mu J_N = -6.75929e+04, J_Q = -1.79174e+03
    mixed pairing J_E.grad(1/T) + J_N.F/T = -3417.2070
  band edge at -5.0 eV: mu = -4.9700 eV
    J_E = 3.24360e+05, mu J_N = 3.26152e+05, J_Q = -1.79174e+03
    mixed pairing J_E.grad(1/T) + J_N.F/T = 18457.5131
```
